# The moving nucleus: reduced mass and mass polarization

## A number to explain

A nonrelativistic calculation that treats the nucleus and both electrons of helium as moving particles finds that ⁴He is harder to ionize than ³He by $4.765\times10^{-5}$ hartree, or 10.46 cm⁻¹. The two atoms have the same charges and the same Coulomb forces, so only the nuclear mass can be responsible. The remedy known from hydrogen, replacing the electron mass by the reduced mass, accounts for 8.895 cm⁻¹. The other 1.565 cm⁻¹ comes from a kinetic term that couples the momenta of different electrons and that does not exist in a one-electron atom.

## Model and conventions

A point nucleus of mass $M$ and charge $Z$ sits at $\mathbf x_0$, and $N$ electrons of mass $m$ sit at $\mathbf x_1,\dots,\mathbf x_N$. There is no external field, and relativistic and spin-dependent forces are neglected. Hartree atomic units are used; the symbol $m$ is kept while it helps to trace the masses and is set to 1 afterwards. With laboratory momenta $\boldsymbol\pi_a=-i\nabla_{\mathbf x_a}$,

$$H=\frac{\pi_0^2}{2M}+\sum_{i=1}^N\frac{\pi_i^2}{2m}+V,\qquad V=-\sum_i\frac{Z}{|\mathbf x_i-\mathbf x_0|}+\sum_{i<j}\frac{1}{|\mathbf x_i-\mathbf x_j|}.$$

Throughout, $M$ is the mass of the bare nucleus, and the mass of the whole atom is $M_t=M+Nm$. A sum over $i<j$ counts each pair once.

## New coordinates

Because $V$ depends only on differences of positions, we choose the centre of mass and the positions of the electrons relative to the nucleus:

$$\mathbf R=\frac{M\mathbf x_0+m\sum_i\mathbf x_i}{M_t},\qquad \mathbf r_i=\mathbf x_i-\mathbf x_0 .$$

Putting $\mathbf x_i=\mathbf r_i+\mathbf x_0$ into the first definition gives $M_t\mathbf R=M_t\mathbf x_0+m\sum_i\mathbf r_i$, so the inverse is $\mathbf x_0=\mathbf R-(m/M_t)\sum_i\mathbf r_i$. Since $\mathbf x_i-\mathbf x_j=\mathbf r_i-\mathbf r_j$, the potential becomes $V=-\sum_i Z/r_i+\sum_{i<j}1/r_{ij}$ with $r_{ij}=|\mathbf r_i-\mathbf r_j|$, and it is free of $\mathbf R$.

The transformation acts on each Cartesian component separately through the same matrix. Its first row, for $R$, is $(M,m,\dots,m)/M_t$. The row for $r_i$ has $-1$ in the column of $x_0$, $+1$ in the column of $x_i$ and zeros elsewhere. Adding all other columns to the first leaves the determinant unchanged and turns the first column into $\big((M+Nm)/M_t,\,-1+1,\dots\big)=(1,0,\dots,0)$. Expanding along it leaves the determinant of the $N\times N$ unit matrix, which is 1. The volume element is therefore unchanged, normalization carries over, and the new momenta $\mathbf P=-i\nabla_{\mathbf R}$ and $\mathbf p_i=-i\nabla_{\mathbf r_i}$ are Hermitian with the plain measure $d^3R\,d^3r_1\cdots d^3r_N$.

## The momenta

The chain rule is applied one Cartesian component at a time. Moving electron $i$ changes $R$ at the rate $m/M_t$ and $r_i$ at the rate 1. Moving the nucleus changes $R$ at the rate $M/M_t$ and every $r_j$ at the rate $-1$. Multiplying by $-i$,

$$\boldsymbol\pi_i=\frac{m}{M_t}\mathbf P+\mathbf p_i,\qquad \boldsymbol\pi_0=\frac{M}{M_t}\mathbf P-\sum_j\mathbf p_j .$$

Adding these, the $\mathbf p_j$ cancel and $\boldsymbol\pi_0+\sum_i\boldsymbol\pi_i=\mathbf P\,(M+Nm)/M_t=\mathbf P$, so $\mathbf P$ is the total momentum. On states with $\mathbf P=0$ we have $\boldsymbol\pi_i=\mathbf p_i$ and $\boldsymbol\pi_0=-\sum_j\mathbf p_j$: the operator $\mathbf p_i$ is the momentum of electron $i$ in the rest frame of the atom, and the nucleus carries whatever balances the electrons.

## The kinetic energy

All these momenta are derivatives with constant coefficients and commute, so the squares expand as for numbers. Write $\mathbf Q=\sum_j\mathbf p_j$. For the nucleus,

$$\frac{\pi_0^2}{2M}=\frac{M}{2M_t^2}P^2-\frac{1}{M_t}\mathbf P\cdot\mathbf Q+\frac{Q^2}{2M},$$

where the cross term is $-2(M/M_t)\mathbf P\cdot\mathbf Q/2M$. For the electrons, each cross term is $2(m/M_t)\mathbf P\cdot\mathbf p_i/2m$, and summing over $i$,

$$\sum_i\frac{\pi_i^2}{2m}=\frac{Nm}{2M_t^2}P^2+\frac{1}{M_t}\mathbf P\cdot\mathbf Q+\sum_i\frac{p_i^2}{2m}.$$

In the sum the $\mathbf P\cdot\mathbf Q$ terms cancel, and the $P^2$ coefficients add to $(M+Nm)/2M_t^2=1/2M_t$:

$$T=\frac{P^2}{2M_t}+\sum_i\frac{p_i^2}{2m}+\frac{Q^2}{2M}.$$

The last term is the recoil energy of the nucleus in the rest frame of the atom. In $Q^2=\sum_{i,j}\mathbf p_i\cdot\mathbf p_j$ the terms with $i=j$ give $\sum_ip_i^2$, and every pair $i<j$ appears twice, as $(i,j)$ and as $(j,i)$:

$$\frac{Q^2}{2M}=\sum_i\frac{p_i^2}{2M}+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .$$

The diagonal part joins the electron kinetic energy through $1/m+1/M=1/\mu$, which defines the reduced mass $\mu=mM/(m+M)$. The result, exact within the model, is

$$H=\frac{P^2}{2M_t}+H_{\rm int},\qquad H_{\rm int}=\sum_i\frac{p_i^2}{2\mu}+\frac{W}{M}+V,\qquad W=\sum_{i<j}\mathbf p_i\cdot\mathbf p_j=-\sum_{i<j}\nabla_i\cdot\nabla_j .$$

The operator $W/M$ is the mass-polarization term. Written over ordered pairs it is $(1/2M)\sum_{i\ne j}\mathbf p_i\cdot\mathbf p_j$. The reduced mass is that of one electron with the bare nucleus, whatever $N$ is.

## Separation and its limits

Since $H_{\rm int}$ contains neither $\mathbf R$ nor $\mathbf P$, the eigenfunctions can be taken as $e^{i\mathbf K\cdot\mathbf R}\psi(\mathbf r_1,\dots,\mathbf r_N)$ with total energy $K^2/2M_t+E$ and $H_{\rm int}\psi=E\psi$. Exchanging two electrons swaps $\mathbf r_i$ and $\mathbf r_j$ and leaves $\mathbf R$ alone, so the Pauli principle applies to $\psi$ with its spin part.

For $M\to\infty$, $\mu\to m$ and $W/M\to0$, which leaves the fixed-nucleus Hamiltonian $H_\infty=\sum_ip_i^2/2m+V$. For $N=1$ there is no pair, and the hydrogen-like spectrum holds with the mass replaced: $E_n=-\mu Z^2/2n^2$. For any $N$, $H_{\rm int}=H_\infty+Q^2/2M$ adds a non-negative operator. Taking the expectation value in the ground state of $H_{\rm int}$ and applying the variational principle to $H_\infty$ gives $E(M)\ge E_\infty$ for the ground state.

The separation needs a potential that does not tie $\mathbf R$ to the $\mathbf r_i$. A uniform electric field $\mathbf F$ adds $\mathbf F\cdot(\sum_i\mathbf x_i-Z\mathbf x_0)$. Using $\mathbf x_i=\mathbf r_i+\mathbf x_0$ and the inverse transformation, this equals $(N-Z)\mathbf F\cdot\mathbf R+[1-(N-Z)m/M_t]\,\mathbf F\cdot\sum_i\mathbf r_i$, a sum of a centre-of-mass term and an internal term, so the problem still separates. A field that varies in space produces products of functions of $\mathbf R$ and $\mathbf r_i$, and the separation fails.

## The cross term belongs to the coordinates

Other internal coordinates distribute the same physics differently. For $N=2$ take $\mathbf r=\mathbf x_1-\mathbf x_0$ and $\mathbf s=\mathbf x_2-(M\mathbf x_0+m\mathbf x_1)/(M+m)$, the position of electron 2 relative to the centre of mass of the ion, with momenta $\mathbf q_r$ and $\mathbf q_s$. The centre-of-mass part is unchanged, so it suffices to work at $\mathbf P=0$, where the chain rule gives

$$\boldsymbol\pi_0=-\mathbf q_r-\frac{M}{M+m}\mathbf q_s,\qquad\boldsymbol\pi_1=\mathbf q_r-\frac{m}{M+m}\mathbf q_s,\qquad\boldsymbol\pi_2=\mathbf q_s .$$

The coefficient of $\mathbf q_r\cdot\mathbf q_s$ is $+1/(M+m)$ from $\pi_0^2/2M$ and $-1/(M+m)$ from $\pi_1^2/2m$, so it vanishes. That of $q_r^2$ is $1/2M+1/2m=1/2\mu$, and that of $q_s^2$ is $(M+m)/[2(M+m)^2]+1/2m=1/[2(M+m)]+1/2m$. The price is that the mass enters the potential, since $\mathbf x_2-\mathbf x_0=\mathbf s+m\mathbf r/(M+m)$, and that the two electrons no longer appear symmetrically.

These coordinates fix the ionization threshold. As $s\to\infty$ the interactions of electron 2 vanish, and $H_{\rm int}$ becomes $q_r^2/2\mu-Z/r$ plus a free kinetic term in $\mathbf q_s$. The continuum therefore starts at the ion energy $-\mu Z^2/2$.

## Scaling out the reduced mass

Set $m=1$, so that $\mu=M/(M+1)$, and change the unit of length by $\mathbf r_i=\boldsymbol\rho_i/\mu$. Then $\nabla_{\mathbf r}=\mu\nabla_{\boldsymbol\rho}$, so each momentum gains a factor $\mu$, and each Coulomb term, being an inverse length, gains a factor $\mu$ too. The kinetic term becomes $\mu^2p_\rho^2/2\mu=\mu\,p_\rho^2/2$, and the pair term becomes $\mu^2W_\rho/M$. Hence

$$H_{\rm int}=\mu\,[H_\infty+\lambda W],\qquad\lambda=\frac{\mu}{M},\qquad E(M)=\mu\,\varepsilon(\lambda),$$

where $\varepsilon(\lambda)$ is the eigenvalue of $H_\infty+\lambda W$. This step is exact, and it relies on $V$ being purely Coulombic.

For small $\lambda$, perturbation theory gives $\varepsilon=E_\infty+\lambda\langle W\rangle+\lambda^2\varepsilon_2+\dots$, with $\langle W\rangle$ taken in the normalized fixed-nucleus state. The operator $W$ is a rotational scalar, even under parity and free of spin, so it does not mix the degenerate components of an $LS$ term. For the ground state $\varepsilon_2=\sum_{k\neq0}|\langle k|W|0\rangle|^2/(E_0-E_k)$ is negative, because every denominator is. With $\mu=1-1/(M+1)$,

$$E(M)=E_\infty-\frac{E_\infty}{M+1}+\frac{\mu^2}{M}\langle W\rangle+\mu\lambda^2\varepsilon_2+\dots$$

The second term is the normal mass shift. It multiplies every level by the same factor $\mu$, needs no wavefunction, and is positive for $E_\infty<0$. The third is the specific mass shift, which depends on the state and may have either sign. The expansion requires $\lambda$ times the matrix elements of $W$ to be small compared with the spacing of levels of the same symmetry.

A second route checks the signs. With $W$ omitted, $H(\mu)=T_e/\mu+V$, where $T_e=\sum_ip_i^2/2$, has eigenvalue $\mu E_\infty$. The Hellmann–Feynman theorem at $\mu=1$ gives $-\langle T_e\rangle=E_\infty$, which is the virial theorem. Treating $Q^2/2M=(T_e+W)/M$ directly in first order gives a shift $(\langle T_e\rangle+\langle W\rangle)/M=(-E_\infty+\langle W\rangle)/M$, the same as above at leading order in $1/M$. Since $Q^2\ge0$, a negative specific shift can never exceed the normal shift of the total energy in magnitude at this order. No such restriction follows for differences of energies.

## When the specific shift is nonzero

For a real two-electron function, moving $\mathbf p_1$ to the left by Hermiticity gives $\langle W\rangle=\int(-i\nabla_1\psi)^*\cdot(-i\nabla_2\psi)=\int\nabla_1\psi\cdot\nabla_2\psi$.

Take real orthonormal orbitals $a,b$ and $\psi_\pm=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, where the upper sign goes with the spin singlet and the lower with the triplet. Then

$$\nabla_1\psi_\pm\cdot\nabla_2\psi_\pm=\tfrac12\,[\nabla a(1)\,b(2)\pm\nabla b(1)\,a(2)]\cdot[a(1)\nabla b(2)\pm b(1)\nabla a(2)].$$

The two direct products integrate to $\int a\nabla a\cdot\int b\nabla b$, which vanishes because $a\nabla a=\nabla(a^2)/2$ integrates to zero for a bound orbital. Define $\mathbf D=\int a\nabla b$; integration by parts gives $\int b\nabla a=-\mathbf D$. The two exchange products give $\pm(-\mathbf D)\cdot(-\mathbf D)$ and $\pm\mathbf D\cdot\mathbf D$, so

$$\langle W\rangle_\pm=\pm|\mathbf D|^2 .$$

The gradient is odd under inversion, so $\mathbf D=0$ unless $a$ and $b$ have opposite parity. In this single-configuration picture $1s^2$ and $1s2s$ have no specific shift, while $1s2p$ has one.

For $s=(Z^3/\pi)^{1/2}e^{-Zr}$ and $p_z=(\zeta^5/\pi)^{1/2}z\,e^{-\zeta r}$, the normalization of $p_z$ follows from $\int z^2e^{-2\zeta r}d^3r=(4\pi/3)\,4!/(2\zeta)^5=\pi/\zeta^5$. With $\partial_zs=-Z(z/r)s$, the integrand contains $z^2/r=r\cos^2\theta$. The angles give $4\pi/3$ and the radial integral is $\int r^3e^{-(Z+\zeta)r}dr=3!/(Z+\zeta)^4$:

$$\langle p_z|\partial_z|s\rangle=-Z\,\frac{Z^{3/2}\zeta^{5/2}}{\pi}\,\frac{4\pi}{3}\,\frac{6}{(Z+\zeta)^4}=-\frac{8(Z\zeta)^{5/2}}{(Z+\zeta)^4}.$$

The $x$ and $y$ components vanish, their integrands being odd in $x$ or $y$. As a model take $Z=2$ and $\zeta=1/2$ bohr⁻¹, a hydrogen-like $2p$ orbital that sees the nucleus screened to charge 1. Then $Z\zeta=1$ and the element is $-8/2.5^4=-0.2048$ bohr⁻¹, so $\langle W\rangle=\pm0.0419$ in atomic units of squared momentum. A six-dimensional quadrature of $\nabla_1\psi\cdot\nabla_2\psi$ confirms both the size and the two signs, and gives zero for the products of $s$ orbitals that it tries. The model gives the signs, not the values, for real helium: with correlation $\langle W\rangle$ is about $+0.05$ for $2\,^1P$ and $-0.06$ for $2\,^3P$, no longer equal and opposite, and the $1s2s$ states acquire small positive values, about $0.0095$ for $2\,^1S$ and $0.0074$ for $2\,^3S$.

For the helium ground state a stronger statement holds. If $\psi$ depends only on the lengths $r_1$ and $r_2$, then $\nabla_1\psi\cdot\nabla_2\psi=(\partial_{r_1}\psi)(\partial_{r_2}\psi)\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, whose angular average is zero. A nonzero $\langle W\rangle$ therefore requires dependence on the angle between the electrons. Its sign can be found in a two-configuration model, $\psi=s(1)s(2)+c\sum_kp_k(1)p_k(2)$ with $k=x,y,z$ and small $c$. To first order in $c$,

$$\langle W\rangle=2c\sum_k\langle s|\mathbf p|p_k\rangle\cdot\langle s|\mathbf p|p_k\rangle=2c\,(-i)^2\,3d^2=-6c\,d^2,\qquad d=\langle s|\partial_z|p_z\rangle .$$

One-electron operators cannot change both orbitals, so only $1/r_{12}$ couples the two configurations. The coupling is a sum of Coulomb self-interactions of the distributions $s\,p_k$ and is positive. In the lower eigenvector of a symmetric $2\times2$ matrix with a positive off-diagonal element the components have opposite signs, so $c<0$. This favours $\mathbf r_1\cdot\mathbf r_2<0$, electrons on opposite sides of the nucleus, and makes $\langle W\rangle>0$ in this model.

## Correlated Gaussians

The example expands $\psi$ in functions $\exp[-\tfrac12(ar_1^2+br_2^2+cr_{12}^2)]$ plus the same with $a\leftrightarrow b$, as the spatially symmetric singlet requires. Each has the form $\phi_A=\exp(-\tfrac12\sum_{ij}A_{ij}\mathbf x_i\cdot\mathbf x_j)$ for $n$ vectors $\mathbf x_i$ and a positive definite matrix $A$. The product $\phi_A\phi_B$ is a Gaussian with $C=A+B$. Diagonalizing $C$ reduces each of the three Cartesian components to $n$ one-dimensional Gaussian integrals, which gives the overlap $S=[(2\pi)^n/\det C]^{3/2}$ and the average $\overline{\mathbf x_i\cdot\mathbf x_j}=3(C^{-1})_{ij}$ over the weight $\phi_A\phi_B/S$.

For a kinetic operator $\tfrac12\sum_{ij}\Lambda_{ij}\mathbf p_i\cdot\mathbf p_j$, integrate by parts once and use $\nabla_i\phi_A=-(A\mathbf x)_i\phi_A$. The element is $\tfrac12 S\,\overline{\mathbf x^TA\Lambda B\mathbf x}=\tfrac32\,{\rm Tr}(A\Lambda BC^{-1})\,S$. The choice $\Lambda_{12}=\Lambda_{21}=1$ with zero diagonal gives $W$. An interparticle vector $\sum_iw_i\mathbf x_i$ is Gaussian with variance $\sigma^2=w^TC^{-1}w$ per component, so the average inverse distance is $4\pi(2\pi\sigma^2)^{-3/2}\int re^{-r^2/2\sigma^2}dr=4\pi\sigma^2/(2\pi\sigma^2)^{3/2}=\sqrt{2/\pi}/\sigma$.

The same formulas allow a calculation that never uses $\mu$ or $W$ in its Hamiltonian. The three laboratory vectors $\mathbf x_0,\mathbf x_1,\mathbf x_2$ are kept, with $\Lambda={\rm diag}(1/M,1,1)$, and each basis function is multiplied by $e^{-\beta R^2/2}$ to make it normalizable. For this factor $\langle P^2\rangle=\beta^2\langle R^2\rangle=\beta^2\cdot3/2\beta$, so it contributes $3\beta/4M_t$, which is subtracted; here $\beta=2$ bohr⁻². Exponents multiplied by $\mu^2$ turn $e^{-a\rho^2/2}$ into $e^{-a\mu^2r^2/2}$, so that $E=\mu\varepsilon(\lambda)$ should hold exactly in the finite basis as well.

## Worked example: helium

With 120 functions and a fixed nucleus, $E_\infty=-2.90367$ hartree, $\langle W\rangle=0.15908$ a.u. and $\varepsilon_2=-0.47$ hartree. The positive $\langle W\rangle$ has the sign found in the two-configuration model. The energy is a variational upper bound. With the first 80 functions it is $-2.903646$ hartree, higher by $2.3\times10^{-5}$ hartree, and $\langle W\rangle=0.15905$; with 120 functions the virial ratio $-\langle T_e\rangle/E_\infty$ is 0.99995 instead of 1. These changes indicate the basis error without bounding it: the converged values are $E_\infty=-2.903724$ hartree and $\langle W\rangle=0.15907$, so the 120-function energy is still about $5.5\times10^{-5}$ hartree too high, more than twice the change from 80 to 120 functions. Absolute energies deserve about four decimals, and further digits below serve only to compare quantities computed in the same basis.

For ⁴He, $M=7294.2995$, $\mu=0.99986293$ and $\lambda=1.37075\times10^{-4}$. The shifts of the total energy are

$$\text{normal: }\frac{2.90367}{7295.30}=3.980\times10^{-4},\qquad\text{specific: }0.99986\times1.37075\times10^{-4}\times0.15908=2.180\times10^{-5}$$

in hartree. The first-order energy is $-2.90366910+0.00039802+0.00002180=-2.90324928$ hartree, and the laboratory-frame diagonalization gives $-2.90324929$ hartree. The difference matches the second-order term $\mu\lambda^2\varepsilon_2=-9\times10^{-9}$ hartree. Without the pair term the energy would be $\mu E_\infty=-2.90327108$ hartree, too low by the specific shift. For ³He, with $M=5495.8853$, $\mu=0.99981808$ and $\lambda=1.81921\times10^{-4}$, the same arithmetic gives $5.282\times10^{-4}$ and $2.8935\times10^{-5}$ hartree, a first-order energy of $-2.90311193$ hartree and a laboratory-frame energy of $-2.90311194$ hartree.

The ionization energy is measured to the threshold $-2\mu$. The laboratory-frame calculation of ⁴He⁺ gives $-1.999726$ hartree, against $-2\mu=-1.99972585$ hartree. With $I_\infty=-2-E_\infty=0.90367$ hartree,

$$I(M)=-2\mu-\mu\varepsilon(\lambda)=I_\infty-\frac{I_\infty}{M+1}-\mu\lambda\langle W\rangle-\mu\lambda^2\varepsilon_2-\dots$$

Both first-order terms lower $I$. The specific shift enters in full because the ion has no pair term to offset it.

| shift of $I$ (hartree) | ⁴He | ³He | ⁴He − ³He |
|---|---|---|---|
| normal | $-1.2387\times10^{-4}$ | $-1.6440\times10^{-4}$ | $4.053\times10^{-5}$ |
| specific | $-2.1803\times10^{-5}$ | $-2.8935\times10^{-5}$ | $7.132\times10^{-6}$ |

The normal entries are $-0.90367/7295.30$ and $-0.90367/5496.89$. With 1 hartree $=219474.6$ cm⁻¹ the differences are 8.895 and 1.565 cm⁻¹, and their sum is $4.7659\times10^{-5}$ hartree, or 10.46 cm⁻¹. The direct values $I=0.90352344$ and $0.90347578$ hartree differ by $4.7652\times10^{-5}$ hartree when computed before rounding, which is $7\times10^{-9}$ hartree below the first-order sum. The second-order terms account for this: they add $+0.88\times10^{-8}$ hartree to $I$ for ⁴He and $+1.55\times10^{-8}$ hartree for ³He.

At leading order in $1/M$ both parts are proportional to $1/M_3-1/M_4$, so their ratio is $\langle W\rangle/I_\infty=0.15908/0.90367=0.176$, independent of the masses at that order. Relative to the normal shift of the total energy the specific shift is about three times smaller than this, because the normal shift is then set by $|E_\infty|$ and not by $I_\infty$.

The basis change in $E_\infty$ is as large as the specific shift itself, yet it hardly affects the isotope difference, because $I_\infty$ and $\langle W\rangle$ enter that difference only as factors. Going from 80 to 120 functions changes $I_\infty$ by about 3 parts in $10^5$ of itself and $\langle W\rangle$ by about 2 parts in $10^4$ of itself, which moves the normal and specific parts by only about $2\times10^{-4}$ and $3\times10^{-4}$ cm⁻¹ and leaves the sum at 10.46 cm⁻¹. In this basis the two parts are 8.8945 and 1.5653 cm⁻¹. Both lie close to a two-decimal rounding boundary, which is why they are quoted as 8.895 and 1.565 cm⁻¹; the last digit of each can change by one unit with the basis. With the converged $E_\infty$ and $\langle W\rangle$ the parts are 8.8951 and 1.5652 cm⁻¹, the full difference is $4.7654\times10^{-5}$ hartree, still 10.46 cm⁻¹, and the entries of the table move by up to two units in their last digit. The value 10.46 cm⁻¹ belongs to the nonrelativistic point-nucleus model. Relativistic recoil terms are expected, by power counting only, at relative order $(Z\alpha)^2$, roughly a few parts in $10^4$. The nuclear spin of ³He splits the ground level of its ion by roughly 0.3 cm⁻¹, so a comparison with spectra must refer to the centre of gravity of the hyperfine levels. The finite nuclear size is also outside the model.

## A light nucleus

A model nucleus with $M=10$ tests the exact statements where the effects are large: $\mu=0.90909$ and $\lambda=0.0909$. The laboratory-frame energy and $\mu\varepsilon(\lambda)$ both equal $-2.63001399$ hartree in this basis, while $\mu E_\infty=-2.63970$ hartree misses by 0.0097 hartree. First order gives $-2.62655$ hartree, too high by 0.0035 hartree, about a quarter of the specific shift of 0.0131 hartree. Adding the second-order term $-0.00353$ hartree gives $-2.63008$ hartree and leaves $+6\times10^{-5}$ hartree, computed before rounding, to higher orders. The separated Hamiltonian and the scaling law hold for any mass ratio; the truncation to a normal plus a first-order specific shift is accurate only while $\lambda$ is small.

The numerical check carries out these comparisons. It also checks the Jacobian symbolically for one to four electrons, and it tests the momenta and the kinetic operator in exact rational arithmetic on a polynomial function of the coordinates of a nucleus and three electrons.

## Computed values

```
1 hartree = 219474.631 cm^-1; Z = 2; beta = 2 bohr^-2
basis 80: E_inf = -2.903646 hartree, <p1.p2> = 0.15905 a.u.
basis 120: E_inf = -2.90366910 hartree, <p1.p2> = 0.15908 a.u.
virial ratio -<T>/E_inf = 0.99995
second-order coefficient eps2 = -0.4693 hartree
I_inf = 0.90366910 hartree
model: M = 10.0000 m_e, mu = 0.90909091 m_e, lam = 9.09091e-02
model: E lab frame = -2.63001399, mu*eps(lam) = -2.63001399 hartree
model: mu*E_inf = -2.63969918 hartree (pair term dropped)
model: ion lab frame = -1.818182, -mu Z^2/2 = -1.81818182 hartree
model: E shifts: normal 2.6397e-01, specific 1.3147e-02 hartree
model: E first order = -2.62655194, 2nd-order term -3.53e-03 hartree
4He: M = 7294.2995 m_e, mu = 0.99986293 m_e, lam = 1.37075e-04
4He: E lab frame = -2.90324929, mu*eps(lam) = -2.90324929 hartree
4He: mu*E_inf = -2.90327108 hartree (pair term dropped)
4He: ion lab frame = -1.999726, -mu Z^2/2 = -1.99972585 hartree
4He: E shifts: normal 3.9802e-04, specific 2.1803e-05 hartree
4He: E first order = -2.90324928, 2nd-order term -8.82e-09 hartree
4He: I shifts: normal -1.2387e-04, specific -2.1803e-05 hartree
4He: I direct = 0.90352344 hartree
3He: M = 5495.8853 m_e, mu = 0.99981808 m_e, lam = 1.81921e-04
3He: E lab frame = -2.90311194, mu*eps(lam) = -2.90311194 hartree
3He: mu*E_inf = -2.90314086 hartree (pair term dropped)
3He: ion lab frame = -1.999636, -mu Z^2/2 = -1.99963616 hartree
3He: E shifts: normal 5.2824e-04, specific 2.8935e-05 hartree
3He: E first order = -2.90311193, 2nd-order term -1.55e-08 hartree
3He: I shifts: normal -1.6440e-04, specific -2.8935e-05 hartree
3He: I direct = 0.90347578 hartree
I(4He)-I(3He) normal   = 4.0527e-05 hartree = 8.89 cm^-1
I(4He)-I(3He) specific = 7.1320e-06 hartree = 1.57 cm^-1
I(4He)-I(3He) sum      = 4.7659e-05 hartree = 10.46 cm^-1
I(4He)-I(3He) direct   = 4.7652e-05 hartree = 10.46 cm^-1
specific/normal ratio = 0.176
1s2p model: Z = 2, zeta = 0.5 bohr^-1, <pz|d/dz|s> = -0.20480 bohr^-1
1s2p <p1.p2>: formula 0.04194, singlet 0.04194, triplet -0.04194 a.u.
```
